# Monte Carlo Chord Sampling for the Chambers Conductivity of Circular Wires: verification in Python

```python
"""Chambers conductivity of a circular wire by Monte Carlo sampling of chords.

Result under test: sigma/sigma0 = E[f_p(x)], x = S/lambda, with
f_p(x) = 1 - (1-p)(1-exp(-x)) / (x(1-p exp(-x))).
S      : complete three-dimensional chord, D cos(alpha)/sin(theta)
D      : wire diameter; lambda: bulk mean free path; kappa = D/lambda
alpha  : (D/2) sin(alpha) is the impact parameter in the cross-section
theta  : angle between velocity and wire axis
p      : probability of specular reflection; other reflections are diffuse
Three samplers (plain, thin, thick) estimate the same mean. Their errors and
the limits of small and large kappa are checked by deterministic quadrature.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(20817)
SAMPLERS = ("plain", "thin", "thick")


def chord_response(x, p):
    """Position-averaged response f_p on a chord, stable for small x."""
    x = np.asarray(x, dtype=float)
    q = -np.expm1(-x)
    safe_x = np.maximum(x, 1e-3)
    regular = 1 + np.expm1(-safe_x) / safe_x
    series = x / 2 - x**2 / 6 + x**3 / 24
    diffuse = np.where(x < 1e-3, series, regular)
    return ((1 - p) * diffuse + p * q) / (1 - p + p * q)


def disk_coordinate(shape):
    """One Cartesian coordinate of a uniform point in the unit disk."""
    return np.sqrt(rng.random(shape)) * np.cos(2 * np.pi * rng.random(shape))


def sample(sampler, kappa, p, shape):
    """Independent values whose expectation is sigma/sigma0."""
    if sampler == "plain":
        sin_alpha = disk_coordinate(shape)
        sin_theta = np.sqrt(1 - rng.random(shape) ** (2 / 3))
    elif sampler == "thin":
        sin_alpha = rng.random(shape) ** (1 / 3) * (2 * rng.random(shape) - 1)
        sin_theta = np.abs(disk_coordinate(shape))
    else:
        sin_alpha = 2 * rng.random(shape) - 1
        sin_theta = np.sqrt((1 + disk_coordinate(shape)) / 2)
    # The floors only protect against rounding to an exact zero.
    cos_alpha = np.sqrt(np.maximum(1 - sin_alpha**2, 1e-24))
    x = kappa * cos_alpha / np.maximum(sin_theta, 1e-12)
    f = chord_response(x, p)
    if sampler == "plain":
        return f
    if sampler == "thin":
        return 2 * kappa * f / x
    return 1 - 3 / (4 * kappa) * x * (1 - f)


def unit_gauss(n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return (nodes + 1) / 2, weights / 2


def chord_rule(n):
    """Quadrature for the original chord measure, refined at zero angles."""
    u, w = unit_gauss(n)
    angle = np.pi / 2 * u**3
    d_angle = np.pi / 2 * 3 * u**2 * w
    w_chord = 4 / np.pi * np.sin(angle) ** 2 * d_angle
    w_theta = 3 * np.cos(angle) ** 2 * np.sin(angle) * d_angle
    ratio = np.sin(angle)[:, None] / np.sin(angle)[None, :]
    return ratio, w_chord[:, None] * w_theta[None, :]


RATIO, WEIGHT = chord_rule(320)


def exact_mean(kappa, p, rule=None):
    ratio, weight = (RATIO, WEIGHT) if rule is None else rule
    return float(np.sum(weight * chord_response(kappa * ratio, p)))


def exact_deviation(sampler, kappa, p):
    """Single-sample standard deviation, integrated in the original measure."""
    x = kappa * RATIO
    f = chord_response(x, p)
    mean = np.sum(WEIGHT * f)
    if sampler == "plain":
        variance = np.sum(WEIGHT * f**2) - mean**2
    elif sampler == "thin":
        variance = 2 * kappa * np.sum(WEIGHT * f**2 / x) - mean**2
    else:
        variance = (3 / (4 * kappa) * np.sum(WEIGHT * x * (1 - f) ** 2)
                    - (1 - mean) ** 2)
    return float(np.sqrt(variance))


def thick_series(kappa, p):
    dilog_ratio = 1.0 if p == 0 else float(mp.polylog(2, p)) / p
    return (1 - 3 * (1 - p) / (4 * kappa)
            + 3 * (1 - p) ** 2 * dilog_ratio / (8 * kappa**3))


LOG_CONSTANT = 0.25 + 2 * np.log(2) - np.euler_gamma


def thin_series(kappa):
    return (kappa - 3 / 8 * kappa**2 * (np.log(1 / kappa) + LOG_CONSTANT)
            - 2 / 15 * kappa**3)


# Normalization, moments and convergence of the deterministic chord rule.
assert abs(WEIGHT.sum() - 1) < 1e-10
mean_ratio = float(np.sum(WEIGHT * RATIO))
mean_inverse = float(np.sum(WEIGHT / RATIO))
assert abs(mean_ratio - 2) < 1e-8
assert abs(mean_inverse - 3 / 4) < 1e-8
coarse_rule = chord_rule(240)
for test_kappa in (0.01, 1.0, 30.0):
    assert abs(exact_mean(test_kappa, 0)
               - exact_mean(test_kappa, 0, coarse_rule)) < 1e-9

# Chambers definition: integrate over position and direction, without chords.
ua, wa = unit_gauss(80)
uf, wf = unit_gauss(120)
ut, wt = unit_gauss(60)
a = (np.pi / 2 * ua)[:, None]
phi = (np.pi * uf)[None, :]
backward = (np.sin(a) * np.cos(phi)
            + np.sqrt(np.cos(a)**2 + np.sin(a)**2 * np.cos(phi)**2))
area_weight = (np.pi / 2 * wa[:, None] * 2 * np.sin(a) * np.cos(a)
               * wf[None, :])
definition = 0.0
for u_angle, w_angle in zip(ut, wt):
    theta = np.pi / 2 * u_angle**2
    d_theta = np.pi * u_angle * w_angle
    local = -np.expm1(-backward / (2 * np.sin(theta)))
    definition += (3 * np.cos(theta)**2 * np.sin(theta) * d_theta
                   * np.sum(area_weight * local))
chord_mean = exact_mean(1.0, 0)
assert abs(definition - chord_mean) < 2e-5

# Specularity: trace actual reflections in a unit disk.
trace_n, trace_p, trace_kappa = 100000, 0.5, 0.5
radius = np.sqrt(rng.random(trace_n))
position = np.column_stack((radius, np.zeros(trace_n)))
azimuth = 2 * np.pi * rng.random(trace_n)
direction = np.column_stack((np.cos(azimuth), np.sin(azimuth)))
sin_theta = np.maximum(np.sqrt(1 - rng.random(trace_n) ** (2 / 3)), 1e-12)
path = np.zeros(trace_n)
loss = np.zeros(trace_n)
for bounce in range(40):
    along = np.sum(position * direction, axis=1)
    inside = np.maximum(along**2 + 1 - np.sum(position**2, axis=1), 0)
    distance = -along + np.sqrt(inside)
    path += distance / sin_theta
    loss += (1 - trace_p) * trace_p**bounce * np.exp(-trace_kappa * path / 2)
    position = position + distance[:, None] * direction
    position /= np.linalg.norm(position, axis=1)[:, None]
    normal_part = np.sum(position * direction, axis=1)
    direction = direction - 2 * normal_part[:, None] * position
trace_mean = float(np.mean(1 - loss))
trace_error = float(np.std(loss, ddof=1) / np.sqrt(trace_n))
trace_reference = exact_mean(trace_kappa, trace_p)
assert abs(trace_mean - trace_reference) < 4.5 * trace_error

# Both asymptotic limits, including the first corrections.
for test_kappa in (10.0, 30.0):
    for test_p in (0.0, 0.2, 0.5):
        remainder = exact_mean(test_kappa, test_p) - thick_series(test_kappa, test_p)
        assert abs(remainder) < test_kappa**-5
for test_kappa in (0.01, 0.1):
    assert abs(exact_mean(test_kappa, 0) - thin_series(test_kappa)) < 0.2 * test_kappa**4
for test_p in (0.2, 0.5):
    errors = []
    for test_kappa in (1e-3, 1e-4):
        leading = test_kappa * (1 + test_p) / (1 - test_p)
        errors.append(abs(exact_mean(test_kappa, test_p) / leading - 1))
    assert errors[1] < 0.01 and errors[1] < errors[0] / 5

# Limiting variance laws.
def variance_integrand(x):
    return float((1 - 2 * chord_response(x, 0) / x)**2 / x**2)


J = quad(variance_integrand, 1e-6, 1)[0] + quad(variance_integrand, 1, np.inf)[0]
tiny = 1e-4
thin_relative_variance = (exact_deviation("thin", tiny, 0) / exact_mean(tiny, 0))**2
thin_variance_ratio = thin_relative_variance / (9 / 8 * J * tiny)
assert abs(thin_variance_ratio - 1) < 0.02
plain_relative = [(exact_deviation("plain", k, 0) / exact_mean(k, 0))**2
                  for k in (1e-3, 1e-4)]
plain_growth = plain_relative[1] - plain_relative[0]
assert abs(plain_growth - 9 / 16 * np.log(10)) < 0.05
thick_deviation_ratio = (exact_deviation("thick", 100, 0)
                         / (3 / (8 * np.sqrt(2) * 100**2)))
assert abs(thick_deviation_ratio - 1) < 0.01

# Every sampler against deterministic means and variances.
N = 200000
table = []
plain_runs = {}
thick_run = None
for kappa in (0.01, 0.1, 1.0, 10.0, 30.0):
    reference = exact_mean(kappa, 0)
    deviations = []
    for sampler in SAMPLERS:
        values = sample(sampler, kappa, 0, N)
        mean = values.mean()
        variance = values.var(ddof=1)
        error = np.sqrt(variance / N)
        assert abs(mean - reference) < 4.5 * error
        fourth = np.mean((values - mean)**4)
        variance_error = np.sqrt((fourth - variance**2) / N)
        expected = exact_deviation(sampler, kappa, 0)
        assert abs(variance - expected**2) < 5 * variance_error
        deviations.append(expected)
        if sampler == "plain":
            plain_runs[kappa] = (mean, error)
        if sampler == "thick" and kappa == 30.0:
            thick_run = (mean, error)
    table.append((kappa, reference, *deviations))
assert abs(plain_runs[0.01][0] - thin_series(0.01)) < 4.5 * plain_runs[0.01][1]
assert abs(plain_runs[30.0][0] - thick_series(30.0, 0)) < 4.5 * plain_runs[30.0][1]

# Worked model wire, with an independent pilot run.
density = 8e28
mean_free_path = 20e-9
diameter = 10e-9
specularity = 0.2
example_kappa = diameter / mean_free_path
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho_bulk = const.hbar * k_fermi / (density * const.e**2 * mean_free_path)
pilot_n = 5000
pilot = {s: float(sample(s, example_kappa, specularity, pilot_n).std(ddof=1))
         for s in SAMPLERS}
selected = min(pilot, key=pilot.get)
values = sample(selected, example_kappa, specularity, N)
ratio = float(values.mean())
ratio_error = float(values.std(ddof=1) / np.sqrt(N))
example_reference = exact_mean(example_kappa, specularity)
assert abs(ratio - example_reference) < 4.5 * ratio_error
rho_wire = rho_bulk / ratio
rho_error = rho_bulk * ratio_error / ratio**2
needed = {s: int(np.ceil((exact_deviation(s, example_kappa, specularity)
                          / (1e-3 * example_reference))**2)) for s in SAMPLERS}

# Calibration of the reported standard error over independent runs.
repeats, run_n = 2000, 1000
runs = sample(selected, example_kappa, specularity, (repeats, run_n))
run_means = runs.mean(axis=1)
run_variances = runs.var(axis=1, ddof=1) / run_n
variance_calibration = float(run_means.var(ddof=1) / run_variances.mean())
coverage = float(np.mean(np.abs(run_means - example_reference)
                         < 1.96 * np.sqrt(run_variances)))
rho_calibration = float(np.std(rho_bulk / run_means, ddof=1)
                        / np.mean(rho_bulk * np.sqrt(run_variances) / run_means**2))
assert abs(variance_calibration - 1) < 0.15
assert abs(coverage - 0.95) < 0.03
assert abs(rho_calibration - 1) < 0.08

# One chord used as a small numerical illustration.
impact_fraction, chord_sin_theta = 0.6, 0.5
planar_chord = diameter * np.sqrt(1 - impact_fraction**2)
full_chord = planar_chord / chord_sin_theta
chord_x = full_chord / mean_free_path
chord_f = float(chord_response(chord_x, specularity))

to_micro_ohm_cm = 1e8
print(f"Electron density: {density:.1e} m^-3")
print(f"Mean free path: {mean_free_path*1e9:.1f} nm")
print(f"Wire diameter: {diameter*1e9:.1f} nm; p: {specularity:.1f}")
print(f"kappa: {example_kappa:.3f}; Fermi wave number: {k_fermi:.4e} m^-1")
print(f"Bulk resistivity: {rho_bulk*to_micro_ohm_cm:.4f} micro-ohm cm")
print(f"One chord: impact/radius {impact_fraction:.1f}, sin(theta) {chord_sin_theta:.1f}")
print(f"One chord: planar {planar_chord*1e9:.2f} nm, full {full_chord*1e9:.2f} nm")
print(f"One chord: x {chord_x:.3f}, f_p {chord_f:.5f}")
print(f"Pilot samples per sampler: {pilot_n}")
for s in SAMPLERS:
    print(f"{s}: pilot deviation {pilot[s]:.5f}; N for 0.1 percent {needed[s]}")
print(f"Selected sampler: {selected}; main-run samples: {N}")
print(f"Conductivity ratio: {ratio:.6f} +/- {ratio_error:.6f} (1 s.e.)")
print(f"Quadrature conductivity ratio: {example_reference:.6f}")
print(f"Wire resistivity: {rho_wire*to_micro_ohm_cm:.4f} micro-ohm cm")
print(f"Resistivity standard error: {rho_error*to_micro_ohm_cm:.4f} micro-ohm cm")
print(f"Wire resistivity, converted: {rho_wire*1e9:.3f} nano-ohm m")
print(f"Leading thin ratio: {example_kappa*(1+specularity)/(1-specularity):.4f}")
print(f"Leading thick ratio: {1-3*(1-specularity)/(4*example_kappa):.4f}")
print("p=0 table: kappa, ratio, single-sample deviations plain / thin / thick")
for row in table:
    print(f"{row[0]:.2f}  {row[1]:.7f}  {row[2]:.4e}  {row[3]:.4e}  {row[4]:.4e}")
for k, law in ((0.01, thin_series(0.01)), (30.0, thick_series(30.0, 0))):
    m, e = plain_runs[k]
    print(f"Plain MC kappa {k:g}: {m:.7f} +/- {e:.7f}; series {law:.7f}")
print(f"Thick MC kappa 30: {thick_run[0]:.8f} +/- {thick_run[1]:.8f}")
print(f"Leading ratios: kappa 0.01 {0.01:.7f}; kappa 30 {1-3/(4*30):.7f}")
print(f"Thin logarithm constant: {LOG_CONSTANT:.6f}; variance integral J: {J:.6f}")
print(f"Thin variance / limiting law at kappa 1e-4: {thin_variance_ratio:.5f}")
print(f"Plain relative-variance growth, kappa 1e-3 to 1e-4: {plain_growth:.4f}")
print(f"Predicted logarithmic growth: {9/16*np.log(10):.4f}")
print(f"Thick deviation / limiting law at kappa 100: {thick_deviation_ratio:.5f}")
print(f"Chambers definition, kappa 1, p 0: {definition:.7f}")
print(f"Chord quadrature, kappa 1, p 0: {chord_mean:.7f}")
print(f"Ray trace: kappa {trace_kappa:.1f}, p {trace_p:.1f}, N {trace_n}")
print(f"Ray trace ratio: {trace_mean:.5f} +/- {trace_error:.5f}; chord {trace_reference:.5f}")
print(f"Calibration: {repeats} runs of {run_n} samples")
print(f"Observed / estimated variance of mean: {variance_calibration:.4f}")
print(f"Coverage of nominal 95 percent interval: {100*coverage:.2f} percent")
print(f"Observed / estimated resistivity error: {rho_calibration:.4f}")
print("done: every assertion held")
```

Output:

```
Electron density: 8.0e+28 m^-3
Mean free path: 20.0 nm
Wire diameter: 10.0 nm; p: 0.2
kappa: 0.500; Fermi wave number: 1.3330e+10 m^-1
Bulk resistivity: 3.4227 micro-ohm cm
One chord: impact/radius 0.6, sin(theta) 0.5
One chord: planar 8.00 nm, full 16.00 nm
One chord: x 0.800, f_p 0.39496
Pilot samples per sampler: 5000
plain: pilot deviation 0.14353; N for 0.1 percent 129353
thin: pilot deviation 0.15450; N for 0.1 percent 148638
thick: pilot deviation 0.18937; N for 0.1 percent 223390
Selected sampler: plain; main-run samples: 200000
Conductivity ratio: 0.396042 +/- 0.000319 (1 s.e.)
Quadrature conductivity ratio: 0.396468
Wire resistivity: 8.6423 micro-ohm cm
Resistivity standard error: 0.0070 micro-ohm cm
Wire resistivity, converted: 86.423 nano-ohm m
Leading thin ratio: 0.7500
Leading thick ratio: -0.2000
p=0 table: kappa, ratio, single-sample deviations plain / thin / thick
0.01  0.0097875  1.2336e-02  6.1020e-04  6.6284e-01
0.10  0.0872646  6.8423e-02  1.5508e-02  4.9233e-01
1.00  0.4928633  1.5090e-01  2.0829e-01  1.2439e-01
10.00  0.9253831  4.3186e-02  6.0199e-01  2.6303e-03
30.00  0.9750139  1.5612e-02  6.6925e-01  2.9438e-04
Plain MC kappa 0.01: 0.0097666 +/- 0.0000275; series 0.0097875
Plain MC kappa 30: 0.9749845 +/- 0.0000354; series 0.9750139
Thick MC kappa 30: 0.97501412 +/- 0.00000066
Leading ratios: kappa 0.01 0.0100000; kappa 30 0.9750000
Thin logarithm constant: 1.059079; variance integral J: 0.372690
Thin variance / limiting law at kappa 1e-4: 0.99719
Plain relative-variance growth, kappa 1e-3 to 1e-4: 1.2760
Predicted logarithmic growth: 1.2952
Thick deviation / limiting law at kappa 100: 0.99992
Chambers definition, kappa 1, p 0: 0.4928633
Chord quadrature, kappa 1, p 0: 0.4928633
Ray trace: kappa 0.5, p 0.5, N 100000
Ray trace ratio: 0.54347 +/- 0.00053; chord 0.54441
Calibration: 2000 runs of 1000 samples
Observed / estimated variance of mean: 0.9992
Coverage of nominal 95 percent interval: 95.45 percent
Observed / estimated resistivity error: 1.0005
done: every assertion held
```
